# Thermal voltage width of a sharp inelastic tunnelling peak

At 4.2 K the thermal energy \(kT\) is 0.362 meV. A vibration of perfectly sharp energy 360 meV, excited by electrons tunnelling between two normal metals at that temperature, nevertheless gives a calculated peak in \(d^2I/dV^2\) that is 1.97 mV wide at half height. The ratio of this width to \(kT/e\) is 5.44. In the model below it contains no property of the vibration or of the barrier, and it follows from the convolution of the two electrodes' Fermi edges.

## Model and conventions

An electron leaves the left electrode with energy \(E\), gives \(\hbar\omega\) to one vibration in the barrier, and enters the right electrode. Energies on the left are measured from the left chemical potential. A bias \(V>0\) lowers the right chemical potential by \(eV\), with \(e>0\), so the final state lies at \(E+eV-\hbar\omega\) relative to the right chemical potential.

The rate is taken from the golden rule, far from any electronic resonance. Elastic corrections at the vibrational threshold are left out. The densities of states and the coupling are constant near threshold and equal for both directions of tunnelling. Both electrodes are normal metals at temperature \(T\). With

\[
x=\frac{E}{kT},\qquad f(x)=\frac{1}{e^x+1},\qquad u=\frac{eV-\hbar\omega}{kT},
\]

the forward emission current for a vibration in its ground state is

\[
I_{\rm em}=\frac{g\,kT}{e}F(u),\qquad
F(u)=\int_{-\infty}^{\infty} f(x)\,[1-f(x+u)]\,dx .
\]

The first factor requires an occupied initial state and the second an empty final state. The constant \(g\) collects the coupling and the densities of states. At \(T=0\) the integral counts an energy window of length \(eV-\hbar\omega\) once this is positive, so \(I_{\rm em}=(g/e)(eV-\hbar\omega)\). Hence \(g\) is the step in \(dI/dV\) at threshold.

## The current integral

From \(1-f(x)=e^xf(x)\),

\[
f(x+u)[1-f(x)]=e^{x}f(x)f(x+u)=e^{-u}f(x)[1-f(x+u)].
\]

The difference of the two occupations is therefore

\[
\begin{aligned}
f(x)-f(x+u)&=f(x)[1-f(x+u)]-f(x+u)[1-f(x)]\\
&=(1-e^{-u})\,f(x)[1-f(x+u)].
\end{aligned}
\]

Let \(b(x)=-f'(x)\). This is the thermal edge, an even function of unit area. Since \(f(x)-f(x+u)=\int_0^u b(x+s)\,ds\), integration over \(x\) gives \(u\). Thus

\[
F(u)=\frac{u}{1-e^{-u}},\qquad
F(-u)=\frac{u}{e^u-1}=F(u)-u .
\]

Far below threshold \(F\simeq |u|e^{-|u|}\), an activated current. Far above threshold \(F\simeq u\), as at zero temperature.

## Two derivatives give the convolution

In the integrand, \(u\) appears in the second factor alone. One derivative gives the rounded conductance step,

\[
F'(u)=\int f(x)\,b(x+u)\,dx .
\]

A second derivative, followed by integration by parts, gives the line shape:

\[
K(u)\equiv F''(u)=\int f(x)\,b'(x+u)\,dx
=\int b(x)\,b(x+u)\,dx .
\]

The boundary term vanishes because \(b\) vanishes at both ends, and the sign follows from \(-f'=b\). Because \(b\) is even, the last integral is the convolution of \(b\) with itself. One factor smears the energy at which electrons are available, and the other smears the energy at which empty states are available.

The area of \(K\) is the product of two unit areas, which is 1. Variances add under convolution. For one edge, expanding \(b=e^{-x}/(1+e^{-x})^2\) for \(x>0\) gives

\[
\int x^2b\,dx
=2\sum_{n=1}^{\infty}(-1)^{n+1}n\int_0^\infty x^2e^{-nx}dx
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}
=\frac{\pi^2}{3},
\]

so the variance of \(K\) is \(2\pi^2/3=6.58\), in units of \((kT)^2\).

## Reverse processes and a hot vibration

Let the mean occupation of the vibration be \(N\), independent of bias. Emission carries the factor \(N+1\) and absorption the factor \(N\). With \(v=eV/kT\) and \(w=\hbar\omega/kT\), forward minus backward tunnelling gives

\[
\frac{eI}{gkT}=(N+1)[F(v-w)-F(-v-w)]+N[F(v+w)-F(-v+w)].
\]

The relation for \(F(-u)\) turns the two backward terms into

\[
\begin{aligned}
F(-v-w)&=F(v+w)-(v+w),\\
F(-v+w)&=F(v-w)-(v-w).
\end{aligned}
\]

After substitution, \(F(v-w)\) has the coefficient \((N+1)-N=1\), and \(F(v+w)\) has \(-(N+1)+N=-1\). The linear terms are \((N+1)(v+w)+N(v-w)=(2N+1)v+w\). Hence

\[
\frac{eI}{gkT}=F(v-w)-F(v+w)+(2N+1)v+w .
\]

Each derivative with respect to \(V\) brings a factor \(e/kT\), so

\[
\frac{d^2I}{dV^2}=\frac{ge}{kT}\,[K(v-w)-K(v+w)] .
\]

The occupation has dropped out. A hot vibration adds an ohmic current but neither broadens nor strengthens the peak, provided that \(N\) does not change with bias. If it does, the term \(2Nv\) adds \(4N'+2vN''\) to the bracket, where primes denote derivatives with respect to \(v\).

The result is a peak at \(V=\hbar\omega/e\) and an inverted one at \(-\hbar\omega/e\). They are separate when \(\hbar\omega\gg kT\). In the opposite limit, \(w\ll1\), the bracket becomes \(-2wK'(v)\). Its extrema then lie at voltages fixed by temperature, and the peak position no longer measures \(\hbar\omega\).

## Closed form and half-height width

Put \(y=u/2\). Since \(1/(1-e^{-2y})=\tfrac12(1+\coth y)\), the current function is \(F=y+y\coth y\). Two derivatives with respect to \(u\) equal one quarter of two derivatives with respect to \(y\):

\[
\begin{aligned}
\frac{d}{dy}(y\coth y)&=\coth y-\frac{y}{\sinh^2y},\\
\frac{d^2}{dy^2}(y\coth y)&=\frac{2(y\coth y-1)}{\sinh^2y},\\
K(u)&=\frac{y\coth y-1}{2\sinh^2y}.
\end{aligned}
\]

For small \(y\), \(y\coth y-1\simeq y^2/3-y^4/45\) and \(\sinh^2y\simeq y^2(1+y^2/3)\), which gives

\[
K(u)\simeq\frac16-\frac{u^2}{60}.
\]

Code should use this series near \(u=0\), where the closed form is a ratio of two vanishing quantities. For large \(|u|\), \(K\simeq(|u|-2)e^{-|u|}\).

A half-height width requires one crossing on each side. Differentiate the convolution, set \(s=x+u\), and fold negative \(s\) onto positive \(s\), using that \(b\) is even and \(b'\) is odd:

\[
K'(u)=\int_0^\infty b'(s)\,[b(s-u)-b(s+u)]\,ds .
\]

For \(u>0\) and \(s>0\), \(|s-u|<s+u\). Since \(b\) falls away from zero, the bracket is positive while \(b'(s)\) is negative. So \(K\) falls steadily on both sides of its maximum \(K(0)=1/6\).

At half height \(K=1/12\), or

\[
\frac{y\coth y-1}{\sinh^2y}=\frac16 .
\]

Numerical root finding gives \(y=1.3598\). The crossings are at \(u=\pm2y\), so the full width is \(4y=5.439\), and

\[
\boxed{\Delta V_{\rm FWHM}=5.44\,\frac{kT}{e}}
\]

## Why simpler combinations miss the value

One edge is \(b=1/[4\cosh^2(x/2)]\). It reaches half height at \(\cosh(x/2)=\sqrt2\), so its full width is \(4\,\mathrm{arccosh}\sqrt2=3.53\). Adding two such widths in quadrature gives \(3.53\sqrt2=4.99\), which is too small. A Gaussian with the variance of \(K\) has width \(\sqrt{8\ln2\times6.58}=6.04\), which is too large. Half-height widths add in quadrature for Gaussians, and the thermal edge has exponential tails instead.

The single-edge width has a physical use. If one electrode is much colder than the other, its edge acts as a sharp step, and the line approaches 3.53 \(kT/e\), with \(T\) the temperature of the warm electrode. Numerical convolution with the second electrode at \(0.05\,T\) gives 3.53.

## Worked example

The parameters are rough typical values for a metal–oxide–metal junction with a hydrocarbon layer, used to detect a C–H stretch in liquid helium: \(\hbar\omega=360\) meV, \(T=4.2\) K, a zero-bias resistance of 1 kΩ, and an inelastic step of 1% of the zero-bias elastic conductance. The width is

\[
5.44\times0.362\ \text{mV}=1.97\ \text{mV}.
\]

The step is \(g=0.01/(1000\ \Omega)=10\ \mu\text{S}\), which is also the area under the peak. The height is

\[
\frac{ge}{6kT}=\frac{1.0\times10^{-5}\ \text{S}}{6\times3.62\times10^{-4}\ \text{V}}
=4.6\ \text{mA/V}^2 .
\]

With \(g\) held fixed, warming widens the peak in proportion to \(T\) and lowers it in proportion to \(1/T\). The width is 36 mV at 77 K and 141 mV at 300 K, where the height has fallen to 0.064 mA/V². A thermal width of 10 mV is reached at 21 K.

## Instrumental and lifetime broadening

A lock-in amplifier applies \(V+V_m\cos\theta\) and records the second harmonic. Expanding the current to second order in \(V_m\) gives \(\tfrac12I''V_m^2\cos^2\theta\), whose \(\cos2\theta\) part has amplitude \(V_m^2I''/4\). For larger modulation the harmonic must be projected from the full current:

\[
S(u)=\frac1\pi\int_0^{2\pi}F(u+a\cos\theta)\cos2\theta\,d\theta,
\qquad a=\frac{eV_m}{kT}.
\]

For \(V_m=0.5\) mV, measured from zero to peak, numerical evaluation gives a width of 2.04 mV, 3.5% above the thermal value.

If the vibration has a Lorentzian energy distribution, \(K\) must be convolved with it. A Lorentzian of full width 1 meV raises the width to 2.62 mV, an increase of 33%. Quadrature would give \(\sqrt{1.97^2+1.00^2}=2.21\) mV, so an intrinsic width should be extracted by fitting the convolution.

## Energy-dependent transmission

Take a barrier of height \(\phi=2\) eV and thickness \(d=1.5\) nm, with the free-electron mass \(m\) and normal incidence. At zero bias the WKB transmission is \(\exp[-2d\sqrt{2m(\phi-E)}/\hbar]\), and its logarithmic slope at \(E=0\) is

\[
\frac{d\ln\mathcal T}{dE}=\frac{d}{\hbar}\sqrt{\frac{2m}{\phi}}=5.43\ \text{eV}^{-1}.
\]

Let \(\beta\) be this slope times \(kT\): 0.0020 at 4.2 K and 0.14 at 300 K. A simple estimate weights each initial energy by \(e^{\beta x}\), ignoring the change of barrier shape with bias. Integration by parts then gives

\[
K_\beta(u)=\int e^{\beta x}b(x)b(x+u)\,dx
-\beta\int e^{\beta x}f(x)b(x+u)\,dx .
\]

To first order in \(\beta\), the first integral adds \(-\beta uK/2\), because \(b(x)b(x+u)\) is symmetric about \(x=-u/2\). The second adds \(-\beta F'(u)\), and \(F'\) is \(1/2\) plus an odd function. Odd terms move both half-height points the same way and leave the width unchanged at this order. The constant \(-\beta/2\) lowers the whole curve and narrows it when half height is measured from zero. At 300 K this constant is already 42% of the peak height \(1/6\), so the first-order argument then gives the direction of the change but not its size.

Numerically this estimate gives 5.42 \(kT/e\) at 4.2 K, a change of 0.4%, and 4.65 \(kT/e\) at 300 K, 15% below the constant-coupling result.

The narrowing is a product of the neglected barrier shape. A bias also lowers the mean barrier by \(eV/2\), which to lowest order multiplies the current by \(e^{\beta v/2}=e^{\beta w/2}e^{\beta u/2}\). The first factor is constant. The second can be absorbed by shifting \(x\) by \(u/2\):

\[
e^{\beta u/2}\int e^{\beta x}f(x)[1-f(x+u)]\,dx
=\int e^{\beta x}f(x-\tfrac u2)\,[1-f(x+\tfrac u2)]\,dx .
\]

Replacing \(x\) by \(-x\) exchanges the two occupation factors, so the right side is even in \(\beta\). In this expression all first-order terms cancel, including the constant \(-\beta/2\), and the width 5.44 \(kT/e\) has no correction of first order in \(\beta\). The cancellation requires \(d\ln\mathcal T/d(eV)\) to be exactly half of \(d\ln\mathcal T/dE\), which holds for a symmetric barrier to lowest order in \(eV/\phi\). For the tilted barrier at 0.36 V the ratio is 0.50–0.51, depending on where in the barrier \(\hbar\omega\) is lost, and 0.49–0.53 if the two barrier edges differ by 1 eV, so a small first-order term remains. Higher orders remain. Numerically, this balanced expression leaves the width at 5.44 \(kT/e\) at 4.2 K but gives 5.78 \(kT/e\) at 300 K, 6% above the constant-coupling result, with half height measured from zero. Most of this widening comes from a background that rises above threshold and reaches 32% of the peak at \(u=10\); subtracting its asymptotic form, switched on by \(F'(u)\), leaves about 5.47 \(kT/e\). With the full WKB transmission of the tilted barrier the 4.2 K width stays at 5.44 \(kT/e\). The 300 K width measured from zero then lies between 5.8 and 5.9 \(kT/e\), depending on where the energy is lost, and between 5.8 and 6.2 \(kT/e\) for a 1 eV barrier asymmetry.

## Elastic background and operating limits

The elastic current also curves with bias. Integrating the WKB transmission of the tilted barrier over the bias window at zero temperature, normalized to 1 kΩ, and differentiating numerically gives a background of 3.6 mA/V² at 360 mV for normal incidence. Summing over transverse momentum in a planar junction lowers it to about 3.2 mA/V². Both values assume the free-electron mass in the barrier; a tunnelling mass of \(0.4\,m\) would lower them to about 1.4 and 1.2 mA/V². The normal-incidence value is 78% of the inelastic peak at 4.2 K, but it changes by just 0.6% of the peak height across the line width. A smooth baseline must be removed before half height is read. Against the 300 K peak, the same background is 56 times larger.

Other corrections are smaller here. For a Fermi energy of 5 eV, \(kT/E_F=7\times10^{-5}\), so the electrodes are strongly degenerate. The oxide field is \(0.36\ \text{V}/1.5\ \text{nm}=2.4\) MV/cm, below a rough breakdown scale of 10 MV/cm. With the zero-bias resistance, the Joule power would be \((0.36\ \text{V})^2/1000\ \Omega=0.13\) mW; the faster-than-linear rise of the elastic current makes it about 0.15 mW. A thermal resistance of about 270 K/W between junction and bath would turn this into 1% heating, and hence 1% extra width.

## Comparison with real junctions

In a real hydrocarbon layer, the assumption most clearly broken is that of a single sharp mode. C–H stretches of different groups are spread over roughly 10 meV or more, so an unresolved band can be several times wider than the calculated 1.97 mV. A modulation of 0.5 mV is also small; several millivolts may be used to gain signal, and the modulation can then dominate the width. Some junctions have a superconducting electrode, for example lead, whose full gap \(2\Delta\) is about 2.7 meV at low temperature. That is comparable with the thermal width, and the normal-metal line shape then does not apply. The value 5.44 \(kT/e\) is thus the thermal contribution for normal electrodes at a common temperature, to be convolved with the other sources of width.
